Power Factor Maximum of a Parabolic Band with Acoustic Phonon Scattering

**Problem**

A thermoelectric film is to carry heat away from a hot spot on a chip. Its electrons occupy one parabolic band, with N_v equivalent valleys, and are scattered by acoustic phonons through the deformation potential. Doping moves the chemical potential μ, measured from the band edge. Let η = μ/kT.

(a) At fixed temperature and fixed band parameters, which η maximizes the power factor S²σ, and what is |S| there? Is the maximum unique?

(b) Find the carrier density, conductivity and power factor at 300 K for six valleys, mass 0.30 m_e, elastic constant C = 70 GPa and deformation potential Ξ = 20 eV. These are rough typical values for n-type bismuth telluride.

(c) What is the largest heat flux that a 10 μm film can draw from its cold face when both faces are at 300 K?

Here e > 0, so electrons carry charge −e and have negative S. Scattering is treated as elastic, and transport as linear Boltzmann transport in bulk material.

**A tempting solution**

In this model an electron of energy E = xkT contributes to conduction with a weight proportional to x, as derived below. A semiconductor suggests Maxwell–Boltzmann statistics, with occupation e^(η−x). Then

σ ∝ e^η ∫₀^∞ x e^(−x) dx = e^η.

The Seebeck magnitude is k/e times the conduction-weighted mean of x − η. The mean of x is ∫x²e^(−x)dx / ∫xe^(−x)dx = 2, so

|S| = (k/e)(2 − η),  S²σ ∝ (2 − η)² e^η.

Setting the logarithmic derivative to zero gives

−2/(2 − η) + 1 = 0,  hence η = 0 and |S| = 2k/e = 172 μV/K.

**Where it fails**

The weight x is right and the differentiation is right. The statistics are not. Replacing the Fermi function by an exponential requires e^η ≪ 1, but the answer has e^η = 1. With Fermi statistics the conductivity integral at η = 0 is ln 2 = 0.693, not 1, and |S| is 204.5 μV/K, not 172. The solution violates its own assumption, so the maximization must be repeated with the full Fermi function.

**Right solution: the transport weight**

A longitudinal phonon of wave number q produces strain, which shifts the band edge by Ξ times the strain. In volume V, with mass density ρ, frequency ω = cq and C = ρc², the squared matrix element for absorption is

|M|² = Ξ²q² ħN/(2ρVω) ≈ Ξ²kT/(2CV).

The last form uses equipartition, N ≈ kT/ħω ≫ 1. Emission, with N + 1 ≈ N, contributes equally. Adding both and summing over final states of the same spin and valley gives

1/τ = (2π/ħ)(Ξ²kT/C) g₁(E),  g₁ = (2m)^(3/2) √E/(4π²ħ³).

The matrix element does not depend on direction, so the mean velocity after a collision is zero. This rate is therefore also the momentum relaxation rate.

Let f₀ be the Fermi function and 𝓔 the electrochemical field, which includes the gradient of μ. The linearized Boltzmann equation gives

δf = −τ(−∂f₀/∂E) **v**·[e𝓔 + (E − μ)∇T/T].

The current is the sum of −e**v**δf. Averaging over directions replaces v_i² by v²/3, so that

j = ∫ (v²/3) τg (−∂f₀/∂E) e[e𝓔 + (E − μ)∇T/T] dE,

with g = 2N_v g₁, the 2 counting spin. The term in 𝓔 defines σ. At j = 0 the definition 𝓔 = S∇T gives S = −(k/e)⟨x − η⟩, where the average has weight v²τg(−∂f₀/∂E).

Now v² = 2E/m and τg₁ = ħC/(2πΞ²kT). The density of states has cancelled, leaving

e²(v²/3)τg = σ₀x,  σ₀ = 2N_v e²ħC/(3πmΞ²).

For ellipsoidal valleys, equal sharing of energy among the axes gives v_i² = 2E/(3m_i) on average. The direction-averaged conductivity then has 1/m replaced by 1/m_I = (1/3)Σ(1/m_i), while S(η) is unchanged.

**The function to maximize**

Define, without gamma-function prefactors,

F_j(η) = ∫₀^∞ x^j/(1 + e^(x−η)) dx.

Integration by parts turns ∫x(−∂f₀/∂x)dx into F₀, and ∫x²(−∂f₀/∂x)dx into 2F₁. Therefore

σ = σ₀F₀,  F₀ = ln(1 + e^η),
|S| = (k/e)s,  s = 2F₁/F₀ − η.

All dependence on η sits in P = s²F₀. Let t = e^η, and let a = t/(1 + t) be the occupation at the band edge. Since ∂f₀/∂η = −∂f₀/∂x,

F₁′ = F₀,  F₀′ = a,  a′ = a(1 − a),

where primes mean d/dη. Two useful identities are t(1 − a) = a and a′/a² = 1/t.

First, s is positive. The product sF₀ = 2F₁ − ηF₀ vanishes as η → −∞, and its derivative is

2F₀ − F₀ − ηa = F₀ − ηa = −a ln a − (1 − a) ln(1 − a) > 0.

The last equality uses F₀ = −ln(1 − a) and η = ln a − ln(1 − a).

Next, s′ = 2 − 2F₁a/F₀² − 1 = 1 − 2aF₁/F₀², so

P′/P = 2s′/s + a/F₀ = [2F₀² − 4aF₁ + a(2F₁ − ηF₀)]/(sF₀²) = aG/(sF₀²),

G = 2F₀²/a − 2F₁ − ηF₀.

The sign of P′ is the sign of G. Dividing G = 0 by F₀ gives the condition for the optimum:

η + 2F₁/F₀ = 2(1 + e^(−η)) ln(1 + e^η).

**Why there is one maximum**

For η → −∞, F₀, F₁ and F₀²/a all approach t, so G ≈ −ηt, which tends to zero from above. For large positive η, note that

d/dη [F₁(η) + F₁(−η)] = F₀(η) − F₀(−η) = η.

With F₁(0) = π²/12 this integrates to F₁(η) + F₁(−η) = η²/2 + π²/6. As F₁(−η) → 0 and F₀ → η,

G → 2η² − η² − π²/3 − η² = −π²/3.

So G has at least one zero. To exclude others, differentiate:

G′ = 4F₀ − 2F₀²/t − 2F₀ − F₀ − ηa = F₀ − ηa − 2F₀²/t.

*Case η ≤ 0.* Let M = G′/a, which has the sign of G′:

M = F₀/a − η − 2F₀²(1 + t)/t².

The first term has derivative 1 − F₀/t. The factor F₀²(1 + t)/t² has derivative 2F₀/t − F₀²(2 + t)/t². Hence

M′ = (F₀/t)[2F₀(2 + t)/t − 5].

For t ≥ 0, ln(1 + t) ≤ t/√(1 + t). Both sides vanish at t = 0, and the right side grows at least as fast because 1 + t/2 ≥ √(1 + t). The first term in the bracket is thus at most 2(2 + t)/√(1 + t), which increases with t and equals 6/√2 ≈ 4.24 at t = 1. So M′ < 0 here. M falls from +∞ to 2 ln 2 − 4(ln 2)² < 0 and crosses zero once.

*Case η ≥ 0.* Let K = tG′ = t(F₀ − ηa) − 2F₀². At η = 0 it equals ln 2 − 2(ln 2)² < 0. Its derivative is

K′ = t(F₀ − ηa) − ηa² − 4aF₀.

Writing F₀ = η + ln(1 + 1/t) gives t(F₀ − ηa) = t ln(1 + 1/t) + ηa ≤ 1 + ηa. Then, using η ≤ F₀ and 1 − a ≤ 1/2,

K′ ≤ 1 + ηa(1 − a) − 4aF₀ ≤ 1 − 3.5aF₀.

Since a ≥ 1/2 and F₀ ≥ ln 2, the right side is at most 1 − 1.75 ln 2 < 0. K stays negative.

Together, G rises from zero, turns once, and falls to −π²/3. It has one zero, where P′ changes from positive to negative. The maximum is unique.

**Answer to (a)**

At η = 0, G = 4(ln 2)² − π²/6 > 0, so the optimum lies at positive η. Solving the condition numerically gives

η = 0.668,  F₀ = 1.082,  F₁ = 1.4095.

Both sides of the condition then equal 3.273. The Seebeck magnitude follows:

s = 2(1.4095)/1.0820 − 0.668 = 1.937,
|S| = 86.17 × 1.937 = 167 μV/K.

Mass, valley number, C, Ξ and T enter only σ₀, or cancel, so within this model they do not move these two numbers.

The wrong solution's 172 μV/K looked nearly right because two changes offset each other. Fermi statistics raise |S| at η = 0 to 204.5 μV/K, and moving to the true optimum lowers it to 167 μV/K.

The two limits show the competition. Deep in the gap, P ≈ (2 − η)²e^η vanishes for lack of carriers. Deep in the band, F₁ ≈ η²/2 + π²/6 gives s ≈ π²/(3η), hence P ≈ π⁴/(9η). Conductivity grows there, but conduction above and below μ nearly cancels in S.

**Answer to (b)**

The parameters give σ₀ = 859.8 S/cm, so

σ = 859.8 × 1.0820 = 930 S/cm,
S²σ = (166.93 × 10⁻⁶ V/K)² × 930.3 S/cm = 25.9 μW/(cm K²).

The carrier density is

n = 2N_v (mkT/2πħ²)^(3/2) (2/√π) F_(1/2)(η) = 3.1 × 10¹⁹ cm⁻³,

and the mobility σ/(en) is 186 cm²/Vs. With the same Fermi formula, η = 0 corresponds to 1.9 × 10¹⁹ cm⁻³, about 39% below the optimum density. Yet the power factor there is still 96% of its maximum, because the maximum is broad. Ninety percent is retained from 1.4 × 10¹⁹ to 6.7 × 10¹⁹ cm⁻³, while |S| runs from 231 down to 115 μV/K.

**Answer to (c)**

Let L be the film thickness and ρ_c the resistance–area product of each contact. With equal face temperatures and constant material properties, the Joule heating is uniform, and by symmetry half of it reaches each face. The heat of the cold contact also goes to the cold face. The net flux drawn from it is

Q = |S|Tj − j²R,  R = L/(2σ) + ρ_c.

The maximum is at j = |S|T/(2R):

Q_max = S²T²/(4R) = S²σT²/[2L(1 + 2ρ_cσ/L)].

Without contact resistance,

Q_max = 25.93 × 10⁻⁶ × 300²/(2 × 10⁻³) W/cm² ≈ 1170 W/cm²,

at 4.7 × 10⁴ A/cm². An assumed ρ_c = 10⁻⁷ Ω cm² makes the bracket 1.186 and reduces the flux to 984 W/cm² at the same doping. With contact resistance, the best doping for cooling is somewhat below the power-factor optimum: near that optimum S²σ hardly changes, while a smaller σ reduces the bracket. For this ρ_c the best choice is η = 0.20 (2.2 × 10¹⁹ cm⁻³), which gives 1007 W/cm². These are limits at zero temperature difference. At the optimum current the electrical input is 2j²R = 2Q_max, so the hot face must give off 3Q_max, about 3500 W/cm² in the ideal case, while staying at 300 K. A real heat sink would let it warm up, and the flux drawn from the cold face would be smaller. In the ideal case, uniform Joule heating makes the middle of the film hotter than its faces by j²L²/(8σκ), where κ is the thermal conductivity. With κ = 1.67 W/(m K), the sum of an assumed lattice part of 1.2 and a calculated electronic part of 0.47, this is 17.5 K, so constant properties are an approximation.

The best power factor is not the best figure of merit zT = S²σT/κ, because κ includes heat carried by electrons. With an assumed lattice conductivity of 1.2 W/(m K), zT is 0.47 at the power-factor optimum. Its own maximum is 0.50, at η = −0.11. Both values count electrons only. With a mirror-image valence band 0.15 eV below, holes and bipolar heat conduction lower them to 0.45 and 0.47 and move the maximum to η = 0.16.

**The model beside a real film**

Bismuth telluride is used near room temperature at carrier densities of some 10¹⁹ cm⁻³, with power factors of tens of μW/(cm K²). The example lies in that range, but this does not confirm the assumed band shape, to which the result is sensitive. For a gap of roughly 0.15 eV, kT/gap is 0.17. A Kane band has ħ²k²/2m = E(1 + E/gap), which changes the transport weight from E to E(1 + E/gap)/(1 + 2E/gap)². Keeping the band-edge mass, C and Ξ, and ignoring changes in wave-function overlap, the optimum moves to η = −0.37 with |S| = 189 μV/K. The power factor falls to 31% of the parabolic value. For small E/gap the Kane weight is approximately E(1 − 3E/gap), so it is already about 9% below the parabolic one at E = gap/30. These figures overstate the effect, because the neglected overlap is of the same order in E/gap. Away from the band edge, conduction states mix with valence states, which weakens the scattering and lengthens τ. In an isotropic two-band (Dirac-type) model, with K the ratio of the valence to the conduction deformation potential, the weight becomes approximately E[1 − (1 − 2K/3)E/gap]. For K = 0, 0.5 and 1 the optimum then lies at η between 0.05 and 0.11, with |S| between 180 and 182 μV/K and a power factor of 57% to 64% of the parabolic value. The result of part (a) requires E ≪ gap for energies up to several kT, which does not hold at kT/gap = 0.17.

Other effects are listed below. The first three were estimated separately within the parabolic model, and the calculated changes in power factor are smaller than that of the Kane band. The last concerns the transport theory itself, and the size of its correction is unknown:

- **Holes.** A mirror-image valence band lowers the 300 K power factor from 25.9 to 25.6 μW/(cm K²). At 400 K with the doping held fixed it is 22.7, against 25.2 with electrons alone.
- **Other scattering.** With rough permittivities of 200 (static) and 80 (high-frequency), unscreened polar-optical scattering, treated as quasi-elastic, is 18% of the acoustic rate at E = 2kT. It shifts the optimum to η = 0.96 and |S| = 164 μV/K, with a 3% lower power factor. Thomas–Fermi screening by the carriers, held at its value for 3.1 × 10¹⁹ cm⁻³, reduces the 18% to about 10%, puts the optimum at η = 0.80 and makes the power factor 5% lower. Screened impurity scattering is about 2% of the acoustic rate at that energy.
- **Anisotropy.** A trial mass ratio of 5, at fixed density-of-states mass, raises the direction-averaged power factor by 25%. Within a single valley, conductivity along the light and heavy axes differs by a factor of 5, so film orientation can matter.
- **Validity of the transport theory.** At E = 2kT a phonon with q = 2k has 2.5 meV, well below kT = 25.9 meV, which supports elastic scattering and equipartition. The collision broadening ħ/τ is 19 meV, about a third of the electron energy 2kT. The product of wave number and mean free path is 5.5 there. The Boltzmann description requires this product to be much larger than 1, so corrections to it may be noticeable. They have not been calculated.

The remaining inputs and intermediate values are in the numerical output.

Computed values

```
inputs: T = 300 K, valleys = 6, mass = 0.30 m_e
elastic constant = 70 GPa, Xi = 20 eV
gap = 0.15 eV, density = 7.8 g/cm3
permittivity: static 200, high-freq. 80
lattice heat conductivity = 1.2 W/(m K)
film = 10 um, contact = 1.0e-07 ohm cm2
k/e = 86.173 uV/K, kT = 25.85 meV
optimal eta = 0.6681, mu = 17.27 meV
F0 = 1.0820, F1 = 1.4095
f at band edge = 0.6611
condition: left 3.27341, right 3.27341
reduced Seebeck s = 1.9372, |S| = 166.93 uV/K
maximum of s^2 F0 = 4.0603
nondegenerate estimate: |S| = 172.35 uV/K at eta = 0
true power at eta = 0: 0.9614 of maximum
true |S| at eta = 0: 204.50 uV/K
carriers at eta = 0: 1.893e+19 cm^-3
sigma0 = 859.8 S/cm, sigma = 930.3 S/cm
carriers = 3.115e+19 cm^-3, mobility = 186.4 cm2/Vs
power factor = 25.93 uW/(cm K2)
90 percent window: eta = -0.408 to 1.933
window carriers = 1.36e+19 to 6.74e+19 cm^-3
window |S| = 230.7 to 114.6 uV/K
electronic heat conductivity = 0.470 W/(m K)
zT at power optimum = 0.466
best zT = 0.503 at eta = -0.110
ideal cooler: 1167 W/cm2 at 4.66e+04 A/cm2
with contacts: 984 W/cm2 at 3.93e+04 A/cm2
contact loss divisor = 1.186
peak film heating, ideal = 17.5 K
holes, 300 K: |S| = 165.65 uV/K, PF = 25.57 uW/(cm K2)
fixed doping, 400 K: eta = 0.101
400 K electrons only: |S| = 198.4 uV/K, PF = 25.21 uW/(cm K2)
400 K with holes: |S| = 186.8 uV/K, PF = 22.71 uW/(cm K2)
Kane band: kT/gap = 0.172, optimal eta = -0.368
Kane band: |S| = 189.2 uV/K, PF ratio = 0.306
polar/acoustic rate at 2kT = 0.182
with polar: eta = 0.957, |S| = 163.9 uV/K, PF ratio = 0.968
impurity/acoustic rate at 2kT = 0.0175
mass ratio 5: mean PF factor = 1.254
mass ratio 5: sigma light/heavy axis = 5.00
acoustic phonon at q=2k, E=2kT: 2.52 meV
hbar/tau at 2kT = 18.9 meV
mean free path = 8.56 nm, k*l = 5.46
```
